\section*{Cauchy pressure and embedding curvature in embedded-atom models of cubic metals}

\section{The argument under review}

The argument concerns potentials of embedded-atom form,
\begin{equation}
E=\sum_i F(\rho_i)+\frac12\sum_{i\neq j}\phi(r_{ij}),\qquad
\rho_i=\sum_{j\neq i} f(r_{ij}), \label{eam}
\end{equation}
and runs as follows. A cubic crystal has three elastic constants, while the model has three adjustable functions, $F$, $f$ and $\phi$. There is therefore ample freedom to fit any cubic metal. For iridium or chromium one keeps the second-moment form $F=-\xi\sqrt{\rho}$, with $\xi>0$, and adjusts $f$ and $\phi$ until the elastic constants agree. Should this fail, the argument continues, the remaining choices are an unphysical curvature of $F$ or an angular energy.

The two metals are chosen because their Cauchy pressure $C_{12}-C_{44}$ is negative: roughly ten GPa below zero for iridium, and for chromium between about ten and a few tens of GPa below zero, depending on temperature. Chromium is also antiferromagnetic up to about room temperature, which (\ref{eam}) does not describe.

Counting functions does not settle the matter, because the functions may enter a particular combination of elastic constants in a restricted way. Two questions have to be answered. Which part of (\ref{eam}) determines $C_{12}-C_{44}$? And if a certain curvature of $F$ is needed, what else does that curvature imply?

\section{What determines the Cauchy pressure}

Consider a static elemental fcc or bcc crystal with smooth functions in (\ref{eam}). All atoms are equivalent, and each is a centre of inversion, also after a homogeneous strain. No internal displacements therefore accompany the strain, and it suffices to follow the energy per atom $e$. Let $\Omega$ be the volume per atom and $\rho_0$ the density at each atom.

A neighbour at $\mathbf R=(X,Y,Z)$ moves under a Lagrangian strain $\eta$ to a distance $r$ given by
\begin{equation}
r^2=R^2+2\sum_{ab}R_a\eta_{ab}R_b .
\end{equation}
This is linear in $\eta$, so it is convenient to regard a radial function $h(r)$ as a function $\hat h(t)$ of $t=r^2$. Two strains are needed.

For $\eta_{11}=a$ and $\eta_{22}=b$, one has $t=R^2+2aX^2+2bY^2$. For a shear $\eta_{12}=\eta_{21}=\gamma/2$, one has $t=R^2+2\gamma XY$. At zero strain,
\begin{equation}
\frac{\partial^2\hat h}{\partial a\,\partial b}=4\hat h''X^2Y^2
=\frac{\partial^2\hat h}{\partial\gamma^2}. \label{pair}
\end{equation}
The elastic constants are $C_{12}=\Omega^{-1}\partial^2e/\partial a\,\partial b$ and $C_{44}=\Omega^{-1}\partial^2e/\partial\gamma^2$. By (\ref{pair}), $\phi$ contributes equally to both and drops out of their difference.

For the embedding energy the chain rule gives
\begin{align}
\frac{\partial^2F}{\partial a\,\partial b}&=F''\rho_a\rho_b+F'\rho_{ab},\\
\frac{\partial^2F}{\partial\gamma^2}&=F''\rho_\gamma^2+F'\rho_{\gamma\gamma},
\end{align}
where subscripts on $\rho$ denote derivatives. Since $\rho$ is a sum of radial functions, (\ref{pair}) gives $\rho_{ab}=\rho_{\gamma\gamma}$, and the terms in $F'$ cancel too. The first derivative $\rho_\gamma=\sum 2\hat f'XY$ vanishes, because the reflection $X\to-X$ maps the crystal onto itself and reverses the sign of the sum.

With $\hat f'=f'/(2R)$ and the equivalence of the cubic axes,
\begin{equation}
\rho_a=\rho_b=\sum f'\frac{X^2}{R}=\frac13\sum Rf'(R)=\frac{d\rho}{d\ln V}.
\end{equation}
The last equality holds because a uniform scaling changes $\rho$ by $\sum Rf'$ per unit logarithmic change of length, and $\ln V$ changes three times as fast as the logarithm of length. Hence
\begin{equation}
C_{12}-C_{44}=\frac{F''(\rho_0)}{\Omega}\left(\frac{d\rho}{d\ln V}\right)^2. \label{main}
\end{equation}

The square settles the sign. A convex $F$ gives $C_{12}-C_{44}\ge0$ for every choice of $f$ and $\phi$. The second-moment form has $F''=\tfrac14\xi\rho^{-3/2}>0$, so the fit proposed in the argument cannot succeed. A linear $F$ gives zero, which is the Cauchy relation of a pair potential. A negative value requires $F''(\rho_0)<0$.

\subsection{The correction under pressure}

Equation (\ref{main}) holds at any pressure $P$ for the energy derivatives used above. Constants defined by the change of the true stress with strain differ from these when $P\ne0$. With deformation gradient $D$ and $J=\det D$, the true stress is $\sigma=J^{-1}DTD^{\mathsf T}$, where $T_{ab}$ is the derivative of $e/\Omega$ with respect to $\eta_{ab}$ and equals $-P\delta_{ab}$ in the reference state.

Stretching the second axis by $\varepsilon$ gives, to first order,
\begin{equation}
\sigma_{11}=(1-\varepsilon)(-P+C_{12}\varepsilon)=-P+(C_{12}+P)\varepsilon .
\end{equation}
A symmetric shear $D_{12}=D_{21}=\gamma/2$ leaves $J=1$ to first order and gives
\begin{equation}
\sigma_{12}=C_{44}\gamma-\tfrac12P\gamma-\tfrac12P\gamma=(C_{44}-P)\gamma .
\end{equation}
The stress--strain constants $c_{12}=C_{12}+P$ and $c_{44}=C_{44}-P$ thus satisfy
\begin{equation}
c_{12}-c_{44}=2P+\frac{F''}{\Omega}\left(\frac{d\rho}{d\ln V}\right)^2 .
\end{equation}
For a compressed crystal, $2P$ must be subtracted before the sign of $F''$ is inferred. Below, elastic constants refer to $P=0$ unless a strain is stated.

\section{Is negative curvature unphysical?}

The division of the energy between $F$ and $\phi$ is not unique. Replacing $F$ by $F+c\rho$ and $\phi$ by $\phi-2cf$ adds $c\sum_i\rho_i$ to the first sum in (\ref{eam}) and subtracts the same amount from the second. The slope of $F$ can therefore be chosen at will, but $F''$ is unchanged, and its sign can carry physical meaning.

To first order in a change of density, a bond acts as an effective pair energy $\phi+2F'(\rho)f$, the factor 2 coming from its two ends. Its derivative with respect to the common density is $2F''f$. For $f>0$ and $F''>0$, added neighbours raise the energy of existing bonds, that is, weaken them. For $F''<0$ they strengthen them. The vacancy energy shows what this means over a finite range of density.

Let $f\ge0$ and $F(0)=0$, so that a free atom has zero energy. The cohesive energy is $E_c=-F(\rho_0)-\frac12\sum_j\phi_j$, where $j$ runs over the neighbours of one atom. Removing that atom from a crystal of $N$ atoms, without relaxation, leaves the energy
\begin{equation}
-NE_c-F(\rho_0)-\sum_j\phi_j+\sum_j\left[F(\rho_0-f_j)-F(\rho_0)\right].
\end{equation}
The vacancy energy $E_v$ is this minus the energy $-(N-1)E_c$ of $N-1$ atoms in the perfect crystal. Substituting $-\sum_j\phi_j=2E_c+2F(\rho_0)$ gives
\begin{equation}
E_v=E_c+F(\rho_0)+\sum_j\left[F(\rho_0-f_j)-F(\rho_0)\right]. \label{vac}
\end{equation}

Suppose $F$ is concave on the whole interval from $0$ to $\rho_0$. The point $\rho_0-f_j$ divides that interval, so
\begin{equation}
F(\rho_0-f_j)\ge\left(1-\frac{f_j}{\rho_0}\right)F(\rho_0)+\frac{f_j}{\rho_0}F(0).
\end{equation}
With $F(0)=0$ and $\sum_jf_j=\rho_0$, the sum in (\ref{vac}) is at least $-F(\rho_0)$. Hence $E_v\ge E_c$. For convex $F$ the inequality is reversed, and for linear $F$ the two energies are equal.

In metals the vacancy energy is well below the cohesive energy, very roughly a third of it, with a spread from about a fifth to about a half. The bound $E_v\ge E_c$ holds for the unrelaxed vacancy, and relaxation lowers $E_v$; in the concave model below it does so by less than 0.01~eV. Unless relaxation removes most of the vacancy energy, concavity over the whole range is therefore a poor description of a metal. This does not condemn negative curvature at $\rho_0$ alone: (\ref{main}) samples $F''$ at one density, whereas (\ref{vac}) compares values of $F$ at several.

\section{Models with one energy--volume curve and different curvature}

The distinction can be made quantitative in an fcc crystal with interactions between the twelve nearest neighbours only. Let $x=r/r_0-1$, where $r_0$ is the equilibrium neighbour distance, and take
\begin{equation}
F=-\mathcal R\left(\frac{\rho}{12}\right)^s,\qquad
f=e^{-\beta x},\qquad \phi=Ae^{-\alpha x},\qquad \beta=\frac{\kappa}{s}.
\end{equation}
Then $\rho_0=12$. The exponent $s$ makes $F$ convex for $0<s<1$, linear for $s=1$ and concave for $s>1$. Under uniform dilation,
\begin{equation}
e(x)=6Ae^{-\alpha x}-\mathcal Re^{-\kappa x}, \label{eos}
\end{equation}
since $s\beta=\kappa$. The condition $e'(0)=0$ gives $A=\kappa\mathcal R/(6\alpha)$, and $e(0)=-E_c$ then gives $\mathcal R=\alpha E_c/(\alpha-\kappa)$. Neither depends on $s$, so all members share one energy--volume curve. As $e\simeq-E_c+\frac12B\Omega(3x)^2$, the bulk modulus is
\begin{equation}
B=\frac{6A\alpha^2-\mathcal R\kappa^2}{9\Omega}=\frac{\alpha\kappa E_c}{9\Omega}.
\end{equation}

For the shear constant, let $\psi=\phi+2F'(\rho_0)f$. Zero pressure requires $\psi'(r_0)=0$, because there is only one neighbour distance. Consequently $4\hat\psi''=\psi''/r_0^2$. Writing $\mathbf n=\mathbf R/R$, the twelve neighbours give $\sum n_x^2n_y^2=1$ and $\sum n_x^4=2$. Since $\rho_\gamma=0$,
\begin{equation}
C_{44}=\frac{r_0^2\psi''}{2\Omega}
=\frac{\alpha^2A+2F'\beta^2}{2\Omega}
=\frac{\kappa\mathcal R(\alpha-\beta)}{12\Omega}, \label{c44}
\end{equation}
where $F'(\rho_0)=-s\mathcal R/12$. From $\rho_0^2F''=s(1-s)\mathcal R$ and $d\rho/d\ln V=-4\beta$, (\ref{main}) becomes
\begin{equation}
\Delta\equiv C_{12}-C_{44}=\frac{\mathcal R\kappa^2(1-s)}{9s\Omega}. \label{delta}
\end{equation}
The effective pair part of $C_{11}$ is twice that of $C_{12}$, by the two neighbour sums, and the curvature term adds $\Delta$ to both. Thus $C_{12}=C_{44}+\Delta$ and $C_{11}=2C_{44}+\Delta$.

Choose a lattice constant of 4~\AA, $E_c=4$~eV, $\alpha=12$ and $\kappa=3$. Then $\Omega=16$~\AA$^3$, $\mathcal R=12\times4/9=5.333$~eV and $A=0.2222$~eV. The bulk modulus is $144/144=1$~eV/\AA$^3$, or 160.2~GPa.

For $s=1/2$, $\beta=6$, and (\ref{delta}) gives $\Delta=5.333\times9/(9\times16)=0.333$~eV/\AA$^3$, or $53.4$~GPa. For $s=1$ it is zero. For $s=3/2$, $\Delta=-17.8$~GPa, with $C_{44}=133.5$~GPa from (\ref{c44}), $C_{12}=115.7$~GPa and $C_{11}=249.2$~GPa. The concave model is elastically stable, since $C_{11}>C_{12}$ and $B$ and $C_{44}$ are positive.

Each neighbour of a vacancy has density 11, so (\ref{vac}) reduces to
\begin{equation}
E_v=E_c-\mathcal R\left[12\left(\frac{11}{12}\right)^s-11\right].
\end{equation}
This gives 1.391, 4.000 and 6.498~eV for $s=1/2$, $1$ and $3/2$. Relaxing the atoms by gradient minimization in a periodic cell of 255 atoms and one vacancy, at fixed volume and with the nearest-neighbour bonds kept, gives 1.386, 4.000 and 6.494~eV. A cell of 499 atoms, or a free volume, lowers the first and third values by up to 0.001~eV. The globally concave model has the desired sign of the Cauchy pressure and a vacancy energy 1.6 times the cohesive energy.

\section{Concavity confined to a window}

Now keep the square root and alter it only near $\rho_0$:
\begin{equation}
F=-\mathcal R\sqrt{\frac{\rho}{12}}-\frac D2(u^2+u^3)e^{-u^2/w^2},
\qquad u=\frac{\rho}{\rho_0}-1. \label{infl}
\end{equation}
The added term vanishes at $\rho=0$, where $u=-1$. At $\rho_0$ its value and slope vanish, so the relations for $A$, $\mathcal R$ and $C_{44}$ stand. Its second derivative with respect to $u$ at $u=0$ is $-D$, and therefore
\begin{equation}
\rho_0^2F''(\rho_0)=\frac{\mathcal R}{4}-D .
\end{equation}

Keep $\kappa=3$ and $\beta=6$, and demand the elastic constants of the concave model. Solving (\ref{c44}) for $C_{44}=133.5$~GPa, with $\mathcal R$ depending on $\alpha$, gives $\alpha=16.977$ and $\mathcal R=4.8585$~eV. Since $\Delta=\rho_0^2F''\beta^2/(9\Omega)$, the value $-17.8$~GPa requires $\rho_0^2F''=-0.4444$~eV. Hence $D=4.8585/4+0.4444=1.659$~eV. The relations between $C_{11}$, $C_{12}$, $C_{44}$ and $\Delta$ then make all three elastic constants equal to those of the $s=3/2$ model.

With $w=0.3$ the vacancy energy is 1.565~eV, relaxed or not to the digits given, against 6.498~eV before relaxation for $s=3/2$. The two models agree in lattice constant, cohesive energy and elastic constants, and both have $F''(\rho_0)<0$. The large vacancy energy is thus a consequence of the form of $F$ away from $\rho_0$, not of the negative Cauchy pressure.

The remedy has a cost. If the unrelaxed $E_v$ is below $E_c$, $F$ cannot be concave on all of $[0,\rho_0]$, so $F''$ must be positive somewhere below $\rho_0$. A fit of this kind needs an inflection. In (\ref{infl}) the curvature term (\ref{main}), followed numerically under uniform strain, changes sign at a lattice strain of $-1.56\%$ in compression and $+0.69\%$ in expansion. The corresponding densities are $1.098\rho_0$ and $0.960\rho_0$. The stress--strain difference $c_{12}-c_{44}$, which includes $2P$, changes sign at $-1.21\%$ and $+0.96\%$ instead. These limits belong to the chosen $w$, but they show how a fit at one volume can fail at a neighbouring one.

\section{Convex embedding with an angular energy}

The other proposed remedy leaves $F$ convex and adds to each atom the energy $K\,\mathrm{Tr}\,Q^2$, with $K>0$ and
\begin{equation}
Q_{ab}=\sum_jg(r_j)\left(n_an_b-\frac{\delta_{ab}}3\right).
\end{equation}
A traceless symmetric tensor vanishes at a site of cubic symmetry. The crystal energy, pressure and bulk modulus are therefore unchanged, while the energy of a shear rises or, for special choices of $g$, stays the same. Let $C'=(C_{11}-C_{12})/2$, and let $\delta$ before a constant denote its change. Constant $B$ requires $\delta C_{11}=-2\,\delta C_{12}$, so $\delta C'=-\frac32\delta C_{12}$ and
\begin{equation}
\delta(C_{12}-C_{44})=-\frac23\delta C'-\delta C_{44}\le0. \label{ang}
\end{equation}

In the nearest-neighbour crystal take $g=e^{-\mu x}$. A small symmetric strain $\epsilon$ changes $r$ by the fraction $q=\mathbf n\cdot\epsilon\mathbf n$ and $\mathbf n$ by $\epsilon\mathbf n-q\mathbf n$. For $\epsilon_{12}=\epsilon_{21}=\gamma/2$, $q=\gamma n_xn_y$, and
\begin{equation}
Q_{12}=\gamma\sum\left[-\mu n_x^2n_y^2+\frac{n_x^2+n_y^2}2-2n_x^2n_y^2\right]
=(2-\mu)\gamma ,
\end{equation}
using $\sum n_x^2=4$. By symmetry, only $Q_{12}=Q_{21}$ is nonzero to first order. Equating $2KQ_{12}^2$ to $\frac12\Omega\,\delta C_{44}\gamma^2$ gives $\delta C_{44}=4K(2-\mu)^2/\Omega$.

For $\epsilon=\mathrm{diag}(\epsilon_0,-\epsilon_0,0)$, $q=\epsilon_0(n_x^2-n_y^2)$. The changes of $g$ sum to zero over the neighbours, so the term in $\delta_{ab}$ drops out, leaving
\begin{equation}
Q_{11}=\epsilon_0\sum\left[2n_x^2-(\mu+2)(n_x^4-n_x^2n_y^2)\right]=(6-\mu)\epsilon_0 .
\end{equation}
Also $Q_{22}=-Q_{11}$ and $Q_{33}=0$. The elastic energy is $2\Omega\,\delta C'\epsilon_0^2$, so $\delta C'=K(6-\mu)^2/\Omega$.

A vacancy removes one term from the sum at each of its twelve neighbours. There $Q_{ab}=-(n_an_b-\delta_{ab}/3)$ and $\mathrm{Tr}\,Q^2=1-\frac23+\frac13=\frac23$. The unrelaxed vacancy energy rises by $12\times\frac23K=8K$.

Starting from $s=1/2$, the Cauchy pressure must fall from 53.4 to $-17.8$~GPa, a change of $-0.444$~eV/\AA$^3$. For $\mu=10$, (\ref{ang}) gives $-(32/3+256)K/\Omega$, hence $K=0.0267$~eV. The unrelaxed vacancy energy becomes $1.391+0.213$, or 1.605~eV before rounding of the terms. For $\mu=4$ the change is $-(8/3+16)K/\Omega$, so $K=0.381$~eV, and the unrelaxed vacancy energy becomes $1.391+3.048=4.439$~eV, above the cohesive energy. Both values are upper bounds on the relaxed vacancy energy, and here relaxation matters. In the same 255-atom cell it lowers them to about 1.59~eV for $\mu=10$ and 3.88~eV for $\mu=4$; the latter depends on the cell, being 3.90~eV with 107 atoms and 3.87~eV with 499. The second is then slightly below the cohesive energy, though still far above the third of it typical of metals. An angular term with $K>0$ allows a negative Cauchy pressure with convex $F$, but its radial form must still be tested on defects.

\section{Revision required}

The claim that the form (\ref{eam}) can fit any cubic metal should be withdrawn for convex $F$, including the second-moment form. The phrase ``unphysical curvature'' should be replaced by a statement of where $F$ is concave, together with the vacancy energy and the elastic constants at neighbouring volumes. For iridium and chromium, (\ref{main}) constrains the static, non-magnetic model; thermal and magnetic contributions to measured constants need separate treatment. A positive Cauchy pressure, for its part, removes this one obstacle and does not guarantee a good potential.

Numbers in the example were calculated in double precision.
